# A Degenerate Scharfetter-Gummel Flux with Zero Current at Constant Quasi-Fermi Potential

## 1. A current without a voltage

Take a 40 nm piece of n-type silicon at 300 K whose doping falls from \(2\times10^{20}\) to \(10^{18}\ \mathrm{cm^{-3}}\). Both contacts are at the same quasi-Fermi potential, so no current can flow. Poisson's equation and the continuity equation are solved with Fermi-Dirac densities at the contacts, but with the classical Scharfetter-Gummel flux between mesh points. The solution carries \(1.38\times10^{6}\ \mathrm{A/cm^2}\). A correct calculation for the same structure gives \(2.46\times10^{5}\ \mathrm{A/cm^2}\) in magnitude at a bias of 10 mV. The false current at zero bias is thus 5.6 times a real current.

The classical flux assumes \(D/\mu=kT/q\), which fails in a degenerate gas. Putting in the correct local \(D/\mu\) is not sufficient by itself, because a mesh edge joins two points with different \(D/\mu\), and the average taken between them decides whether equilibrium survives.

## 2. Conventions and the generalized Einstein relation

Let \(q>0\) be the elementary charge, \(V_t=kT/q\), \(\psi\) the electrostatic potential and \(\phi\) the electron quasi-Fermi potential. The temperature \(T\) and the effective density of states \(N_c\) are uniform. The conduction band edge is constant apart from its electrostatic part, and the constant is absorbed in \(\psi\). Then

\[
n=N_cF(\eta),\qquad \eta=\frac{\psi-\phi}{V_t},\qquad
F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt{\varepsilon}\,d\varepsilon}{1+e^{\varepsilon-\eta}} .
\]

\(F\) is positive and strictly increasing. The current density, counted positive along \(+x\), is driven by the gradient of \(\phi\):

\[
J=-q\mu n\,\phi' . \tag{1}
\]

To split this into drift and diffusion, write \(\phi=\psi-V_t\eta\), so that

\[
J=-q\mu n\psi'+q\mu V_t\,n\eta' .
\]

Since \(n'=N_cF'(\eta)\,\eta'\), we have \(n\eta'=N_cF\,n'/(N_cF')=g\,n'\), with

\[
g(\eta)=\frac{F(\eta)}{F'(\eta)}=\frac{n}{dn/d\eta}.
\]

Therefore

\[
J=-q\mu n\psi'+qDn',\qquad D=\mu V_t\,g(\eta). \tag{2}
\]

The second equation is the generalized Einstein relation. It is what makes drift and diffusion cancel locally when \(\phi\) is constant.

Two limits fix the size of \(g\). For \(\eta\to-\infty\), \(F\to e^\eta\) and \(g\to1\). For large positive \(\eta\), \(F\simeq 4\eta^{3/2}/(3\sqrt\pi)\), hence \(g\simeq 2\eta/3\). At the heavily doped contact \(\eta=4.26\). The leading degenerate formula gives 2.84 there, and the full integral gives \(g=3.13\).

## 3. The flux on one edge

Consider an edge from \(L\) to \(R\) of length \(h\), and let \(\Delta\) mean the value at \(R\) minus the value at \(L\). Assume constant mobility, constant field \(\psi'=\Delta\psi/h\), and constant \(J\), as in a steady state without generation on the edge. Replace \(g(\eta)\) by a positive constant \(a\), not yet chosen. With

\[
x=\frac{\Delta\psi}{aV_t},
\]

dividing (2) by \(q\mu V_ta\) gives, for position \(0\le s\le h\),

\[
\frac{dn}{ds}-\frac{x}{h}\,n=K,\qquad K=\frac{J}{q\mu V_ta}.
\]

Multiplication by \(e^{-xs/h}\) turns the left side into a derivative:

\[
\frac{d}{ds}\left(n\,e^{-xs/h}\right)=K e^{-xs/h}.
\]

Integration from 0 to \(h\) gives

\[
n_Re^{-x}-n_L=Kh\,\frac{1-e^{-x}}{x}.
\]

Solve for \(K\), then multiply numerator and denominator by \(e^x\):

\[
K=\frac{x}{h}\,\frac{n_R-n_Le^x}{e^x-1}.
\]

Define the Bernoulli function \(B(x)=x/(e^x-1)\), with \(B(0)=1\). Then \(B(-x)=-x/(e^{-x}-1)=xe^x/(e^x-1)\), and

\[
J=\frac{q\mu V_ta}{h}\left[B(x)n_R-B(-x)n_L\right]. \tag{3}
\]

For \(x\to0\) this is pure diffusion, \(q\mu V_ta(n_R-n_L)/h\). For \(x\to+\infty\), \(B(x)\to0\) and \(B(-x)\to x\), so \(J\to-q\mu n_L\Delta\psi/h\). The electrons then move towards the higher potential on the right, and the density is taken from the side they come from.

## 4. Equilibrium selects the average

By the formula for \(K\), the flux (3) vanishes if and only if \(n_R/n_L=e^x\), that is

\[
\Delta\ln n=\frac{\Delta\psi}{aV_t}.
\]

Constant \(\phi\) means \(\Delta\psi=V_t\Delta\eta\). Zero current at constant \(\phi\) therefore requires \(\Delta\ln n=\Delta\eta/a\), which for \(\Delta\eta\ne0\) leaves one choice:

\[
a=\bar g=\frac{\Delta\eta}{\Delta\ln n}=\frac{\eta_R-\eta_L}{\ln F(\eta_R)-\ln F(\eta_L)}. \tag{4}
\]

It is positive because \(F\) increases. Within the family (3), this is the only average that keeps equilibrium.

To see what kind of average it is, use \(d\ln n/d\eta=1/g\) and integrate:

\[
\frac1{\bar g}=\frac{1}{\Delta\eta}\int_{\eta_L}^{\eta_R}\frac{d\eta}{g(\eta)} .
\]

So \(\bar g\) is the harmonic mean of \(g\) over \(\eta\). It lies between the smallest and largest \(g\) on the interval, and it tends to \(g(\eta)\) when the ends merge. In the dilute limit \(\bar g=1\), and (3) is the classical flux. In the strongly degenerate limit \(\ln n=\tfrac32\ln\eta+\text{const}\), so

\[
\bar g\simeq\frac23\,\frac{\eta_R-\eta_L}{\ln(\eta_R/\eta_L)},
\]

two thirds of the logarithmic mean of \(\eta\).

When \(\Delta\eta\) is very small, (4) is a ratio of two small numbers and loses digits. The mean of the two local values of \(g\) can then replace it, since for smooth \(g\) the two differ only at order \((\Delta\eta)^2\).

## 5. The sign of the current away from equilibrium

Thermodynamics asks for more than a zero at equilibrium: the current must never run against its driving force. To show this, set \(r=\ln(n_R/n_L)\) and note that

\[
B(\pm x)=\frac{x/2}{\sinh(x/2)}\,e^{\mp x/2}.
\]

With \(n_R=\sqrt{n_Ln_R}\,e^{r/2}\) and \(n_L=\sqrt{n_Ln_R}\,e^{-r/2}\), the bracket in (3) becomes

\[
\frac{x/2}{\sinh(x/2)}\sqrt{n_Ln_R}\left[e^{(r-x)/2}-e^{-(r-x)/2}\right].
\]

For \(a=\bar g\), equation (4) gives \(r=\Delta\eta/\bar g\), hence

\[
r-x=\frac{1}{\bar g}\left(\Delta\eta-\frac{\Delta\psi}{V_t}\right)=-\frac{\Delta\phi}{\bar gV_t}.
\]

The flux is therefore

\[
J=-\frac{2q\mu V_t\bar g}{h}\sqrt{n_Ln_R}\;\frac{x/2}{\sinh(x/2)}\;\sinh\!\left(\frac{\Delta\phi}{2\bar gV_t}\right). \tag{5}
\]

Every factor before the last is positive. Hence \(J=0\) if and only if \(\Delta\phi=0\), and otherwise \(J\Delta\phi<0\). The quantity \(-J\Delta\phi\) is the power dissipated per unit area of the edge, and it is never negative.

This was tested on 2000 random edges with \(\eta\) between \(-5\) and 15 and \(|\Delta\phi|/V_t\) between 0.01 and 1. With \(\bar g\) the sign was right on every edge. With the arithmetic mean of the two end values of \(g\) it was wrong on 531.

**Small driving force.** For \(|\Delta\phi|\ll\bar gV_t\), replace the last sinh by its argument and set \(x=r\) in the prefactor. Since \(\sinh(r/2)=(n_R-n_L)/(2\sqrt{n_Ln_R})\),

\[
J\simeq-q\mu n_h\frac{\Delta\phi}{h},\qquad n_h=\frac{n_Ln_R\ln(n_R/n_L)}{n_R-n_L}. \tag{6}
\]

This \(n_h\) is the harmonic mean of an exponential profile \(n_Le^{rs/h}\), because

\[
\frac1h\int_0^h\frac{ds}{n}=\frac{1-e^{-r}}{rn_L}=\frac{n_R-n_L}{r\,n_Ln_R}.
\]

The edge acts as slices of resistance \(ds/(q\mu n)\) in series, with \(n\) taken from this exponential profile. In a degenerate gas the true equilibrium profile at constant field is \(N_cF(\eta)\) with \(\eta\) linear in \(s\), so \(n_h\) is itself an approximation. For \(\eta\) from 1 to 4 it is 7.5 % too low.

## 6. What remains approximate

The zero at constant \(\phi\) is exact, but the finite current is not, because \(g\) was frozen on the edge. If \(g\) varies while field and mobility stay constant, (2) reads \(J=q\mu V_tn(\eta'-\psi'/V_t)\), or

\[
h\eta'=\frac{\Delta\psi}{V_t}+\frac{j}{F(\eta)},\qquad j=\frac{Jh}{q\mu V_tN_c}.
\]

Separating variables, provided the right side has no zero on the interval, gives an implicit equation for \(j\):

\[
\int_{\eta_L}^{\eta_R}\frac{d\eta}{\Delta\psi/V_t+j/F(\eta)}=1 .
\]

For \(\eta\) from 1 to 4 and \(\Delta\psi/V_t=1\), flux (3) with \(\bar g\) is 7.7 % below the solution of this equation. For an edge with half these differences about the same middle, \(\eta\) from 1.75 to 3.25 and \(\Delta\psi/V_t=0.5\), it is 2.0 % below.

The factor near four has a reason. Exchanging the ends leaves \(\bar g\) unchanged and reverses \(x\), so \(J\) changes sign. For smooth profiles with ends at \(\mp h/2\), the exchange is the same as \(h\to-h\). The product \(hJ\) is therefore odd in \(h\), and \(J\) is even. Its leading term is \(-q\mu n\phi'\) at the midpoint, by (6), and the first error is of order \(h^2\). The solution of the implicit equation also changes sign when the ends are exchanged, and it has the same leading term. The two currents therefore differ by a relative amount of order \(h^2\), which halving the edge divides by about four. With \(\eta=2+0.8s+0.3s^2\) and \(\psi/V_t=0.5s+0.2s^2\), in scaled length, the errors relative to the midpoint current are 0.440 % for \(h=0.4\) and 0.110 % for \(h=0.2\).

## 7. One edge in numbers

For the silicon structure the doping, fully ionized, is

\[
N(x)=N_R+\frac{N_L-N_R}{2}\left[1-\tanh\frac{x-15\ \mathrm{nm}}{2\ \mathrm{nm}}\right],
\]

and Poisson's equation is \(\epsilon\psi''=q(n-N)\) with neutral contacts. The mobility is \(250\ \mathrm{cm^2/Vs}\) and \(V_t=25.85\) mV. At equilibrium on a 1 nm mesh, the steepest edge runs from 15 to 16 nm:

- \(\eta_L=2.40576\) and \(\eta_R=1.34297\), so \(\Delta\eta=-1.06279\);
- \(n_L=9.7216\times10^{19}\) and \(n_R=5.5037\times10^{19}\ \mathrm{cm^{-3}}\), so \(\Delta\ln n=-0.56892\).

Hence \(\bar g=1.06279/0.56892=1.8681\) and \(x=-1.06279/1.8681=-0.5689\), equal to \(\Delta\ln n\) as it must be. The two terms in the bracket of (3) are

\[
B(x)n_R=1.31129\times5.5037\times10^{19}=7.217\times10^{19}\ \mathrm{cm^{-3}},
\]
\[
B(-x)n_L=0.74237\times9.7216\times10^{19}=7.217\times10^{19}\ \mathrm{cm^{-3}}.
\]

Each corresponds to \(1.396\times10^9\ \mathrm{A/cm^2}\). Their computed difference is \(2\times10^{-7}\ \mathrm{A/cm^2}\), which is rounding.

With the same potentials and densities, \(a=1\) gives \(+3.6\times10^8\ \mathrm{A/cm^2}\), and the arithmetic mean of \(g\) gives \(-8.2\times10^6\ \mathrm{A/cm^2}\). The signs follow from (3), where \(J\) has the sign of \(n_R/n_L-e^{\Delta\eta/a}\). Here \(\Delta\eta<0\), so too small an \(a\) makes the exponential too small and \(J\) positive, and too large an \(a\) does the reverse.

## 8. The false electromotive force

The large edge values are not the current of a converged solution, because continuity forces one common \(J\) and the densities readjust. That common value can be found. With \(a=1\), divide \(J=-q\mu n\psi'+q\mu V_tn'\) by \(q\mu n\) and integrate across the device:

\[
J\int\frac{dx}{q\mu n}=V_t\,\Delta\ln n-\Delta\psi .
\]

At zero bias \(\Delta\psi=V_t\Delta\eta\) between the contacts. The right side is then an electromotive force with no physical source:

\[
\mathcal E=V_t(\Delta\ln n-\Delta\eta). \tag{7}
\]

Here \(\Delta\ln n=-\ln200=-5.298\) and \(\Delta\eta=-3.3255-4.2648=-7.590\), so \(\mathcal E=25.85\times2.292=59.25\) mV. The solved current times the resistance integral of its own density profile, on the 0.5 nm mesh, is 59.27 mV. This accounts for the current of Section 1. Refining the mesh does not remove it, since (7) contains no \(h\).

For another average \(a\), the same division on one edge gives \(V_ta\,\Delta\ln n-\Delta\psi\), with \(\Delta\psi=V_t\Delta\eta+\Delta\phi\). At zero bias the \(\Delta\phi\) of all edges sum to zero, so each edge contributes \(V_t(a\,\Delta\ln n-\Delta\eta)=V_t(a-\bar g)\Delta\ln n\) to the total. For the arithmetic mean, \(a-\bar g\) is of order \(h^2\) and \(\Delta\ln n\) of order \(h\). Summed over a number of edges proportional to \(1/h\), the total is of order \(h^2\). The solved false currents are \(-2.39\times10^4\ \mathrm{A/cm^2}\) on the 1 nm mesh and \(-6.0\times10^3\) on the 0.5 nm mesh, a ratio of 4.0. They are 10 % and 2.4 % of the 10 mV current.

With \(\bar g\) from (4), the zero-bias solution was started from a disturbed profile, \(\phi=0.3V_t\sin(\pi x/40\ \mathrm{nm})\). It returned to \(|\phi|<10^{-16}\) V.

At 10 mV on the lightly doped contact the flux gives \(-2.467\times10^5\ \mathrm{A/cm^2}\) on the 1 nm mesh and \(-2.463\times10^5\) on the 0.5 nm mesh. Solving (1) and Poisson's equation by adaptive collocation, without any Scharfetter-Gummel flux, gives \(-2.462\times10^5\). Relative to this, the mesh errors are 0.20 % and 0.05 %.

## 9. Varying band edges and subbands

If the band edge has a non-electrostatic part \(E_c(x)\), then \(\eta=(\psi-E_c/q-\phi)/V_t\). All the steps hold with \(\psi\) replaced by \(\psi-E_c/q\) in the flux, as long as \(N_c\) stays uniform. At a heterojunction where \(N_c\) also changes, \(n\) is no longer one function of \(\eta\), and (4) does not apply as it stands. If \(E_c\) is put in the density but left out of the flux, constant \(\phi\) gives \(J/(q\mu n)=V_t\eta'-\psi'=-E_c'/q\), a false electromotive force \(-\Delta E_c/q\).

The derivation used no property of \(F\) except that it is positive, smooth and strictly increasing. It therefore also serves a Poisson-Schrodinger calculation in which each transverse slice supplies subband edges. For one parabolic two-dimensional subband with uniform density of states, the sheet density is \(n_s=N_2\ln(1+e^\eta)\). Its derivative is \(N_2/(1+e^{-\eta})\), so

\[
g=(1+e^{-\eta})\ln(1+e^\eta).
\]

Here \(\eta\) is measured from that subband's edge, which contains the electrostatic energy. The average (4) can be taken for each subband separately, with that subband's own \(\eta\). If the subband spacing varies along the channel, the total density is not a function of one \(\eta\), and the argument of Section 4 does not apply to it. Nor does it cover a density that depends nonlocally on the potential along the transport direction.

## 10. The model beside a real source extension

The parameters are rough values for the source extension of a short silicon transistor: doping of order \(10^{20}\ \mathrm{cm^{-3}}\) falling over a few nanometres. One assumption that such a device clearly breaks is diffusive transport. The estimate \(\lambda=2\mu V_t/v\), with \(v=\sqrt{2kT/(\pi m)}\) and \(m=0.26\,m_0\), gives a mean free path of 12 nm. The length to compare it with is less than the 25 nm to the right of the doping step, because the tail of the doping profile and the electrons that spill over from the heavily doped side both lower the resistance there. The 10 mV current corresponds to a resistance of \(4.06\times10^{-8}\ \mathrm{\Omega\,cm^2}\), that of about 16 nm of material with \(n=10^{18}\ \mathrm{cm^{-3}}\). If the ballistic resistance at this density simply adds in series, the current is multiplied by \(16/(16+12)\), a fall of roughly 40 %.

Some other effects, estimated for the same numbers, are:

- Exchange, treated as a local potential of size \(q^2k_F/(4\pi^2\epsilon)\) with \(k_F=(\pi^2n/2)^{1/3}\) for six valleys, lowers the band edge by 39 meV on the left. This zero-temperature form fails on the nondegenerate right side, where it would give 7 meV. At finite temperature, for isotropic valleys, the shift is \(q^2F'(\eta)/(4\pi\epsilon\lambda_T)\) with \(\lambda_T=\sqrt{2\pi\hbar^2/(m_vkT)}\) and a mass per valley \(m_v=0.33\,m_0\). This gives 37 meV on the left and 0.6 meV on the right. If this \(E_c\) is put in the density, it must be put in the flux too. Left out there, the difference of about 36 meV would act as a false electromotive force of about 36 mV in size, as in Section 9.
- A nonparabolicity of roughly 0.5 per eV raises the left density by about 10 % at fixed \(\eta\), and lowers \(g\) from 3.13 to 3.00.
- The gradient quantum potential \(\hbar^2(\sqrt n)''/(6mq\sqrt n)\) reaches 8 mV, about \(0.3V_t\), for \(m=0.26\,m_0\). It scales as \(1/m\), and is 11 mV for the transverse mass \(0.19\,m_0\).
- A mobility of \(100\ \mathrm{cm^2/Vs}\) at the heavily doped end, graded to 250 at the other as a power of the doping, raises the resistance by 2 %. The figure depends on the grading. Bulk silicon at \(2\times10^{20}\ \mathrm{cm^{-3}}\) has a lower mobility, about 50 to \(60\ \mathrm{cm^2/Vs}\), and the usual empirical doping dependence raises the resistance by 5 to 6 % over a uniform mobility equal to the lightly doped value.
- The donors were taken as fully ionized. At \(10^{18}\ \mathrm{cm^{-3}}\) and 300 K only about 80 % of them are, which lowers the 10 mV current by roughly 20 %. This enters Poisson's equation and the contact densities only, and leaves the zero at constant \(\phi\) intact.
- The largest mean electron speed at 10 mV, \(\mu|\phi'|\), is \(1.5\times10^6\) cm/s, against a saturation speed of roughly \(10^7\) cm/s. The drift term alone, \(\mu|\psi'|\), is far larger at the doping step, but diffusion nearly cancels it there.
- At 400 K and fixed doping, \(g\) at the left contact falls to 2.46, so degeneracy still matters there.

The ballistic, mobility and velocity corrections change the current at finite bias. They do not alter the zero at constant \(\phi\), which holds for any positive mobility.

## Computed results

```
T = 300 K, Vt = 25.852 mV, eps_r = 11.7
masses/m0: density of states 1.08, conduction 0.26
Nc = 2.8165e+19 cm^-3, mobility = 250 cm2/Vs
doping left, right = 2.0e+20, 1.0e+18 cm^-3
length, centre, tanh width = 40.0, 15.0, 2.0 nm
eta at left, right contact = 4.2648, -3.3255
g at left contact = 3.1341
built-in potential drop = 0.1962 V
largest field on 1 nm mesh = 0.275 MV/cm
random edges: 2000, largest |J|/one-way term = 1.4e-15
wrong-sign fluxes with arithmetic g = 531 of 2000
midpoint error, scaled h=0.4 = 0.4397 %
midpoint error, scaled h=0.2 = 0.1098 %
ratio of midpoint errors = 4.005
frozen-g error, eta 1 to 4, dpsi/Vt 1 = -7.66 %
frozen-g error, eta 1.75 to 3.25, dpsi/Vt 0.5 = -1.96 %
Steepest edge: x = 15 to 16 nm
  eta_L, eta_R = 2.40576, 1.34297
  n_L, n_R = 9.7216e+19, 5.5037e+19 cm^-3
  ln(n_R/n_L) = -0.56892
  gbar = 1.86808, x = -0.56892
  B(x), B(-x) = 1.31129, 0.74237
  right term = 1.39604e+09 A/cm^2
  left term = 1.39604e+09 A/cm^2
  J consistent = 2.4e-07 A/cm^2
  J with gbar=1 = 3.6067e+08 A/cm^2
  J with arithmetic g = -8.1713e+06 A/cm^2
Zero-bias solve: largest |phi| = 7.2e-17 V
  largest |J| after solve = 3.2e-06 A/cm^2
False J, gbar=1, 0.5 nm mesh = 1.3788e+06 A/cm^2
  false emf predicted = 59.25 mV
  emf from current and resistance = 59.27 mV
False J, arithmetic, 1 nm mesh = -2.3944e+04 A/cm^2
False J, arithmetic, 0.5 nm mesh = -6.0344e+03 A/cm^2
Bias 10 mV: J, 1 nm mesh = -2.46664e+05 A/cm^2
  J, 0.5 nm mesh = -2.46302e+05 A/cm^2
  J, continuum collocation = -2.46181e+05 A/cm^2
  mesh errors 1, 0.5 nm = 0.196, 0.049 %
Nonparabolic band, same eta: density change = 10.5 %
  g becomes 2.9964
Exchange shift left, right = 39.0, 6.7 meV
Largest gradient quantum potential = 7.82 mV
Resistance change, 100 cm2/Vs at left = 2.00 %
Mean free path = 12.3 nm, light side = 25 nm
Largest drift speed mu*|dphi/dx| = 1.54e+06 cm/s
At 400 K, left contact: eta = 3.067, g = 2.457
```
